# Phonon coupling and the energy-integrated transmission of one trap level

## Theorem

One electron can pass between two otherwise empty contacts, left (L) and right (R), through one spinless level of energy \(\varepsilon_0\). The level has widths \(\Gamma_L\) and \(\Gamma_R\), with \(\Gamma=\Gamma_L+\Gamma_R\). Let \(T(E)\) be the probability that an electron arriving from the left with energy \(E\) leaves to the right, summed over final phonon states and averaged over initial ones. Then

\[
\int_{-\infty}^{\infty}T(E)\,dE=\frac{2\pi\,\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R},
\tag{1}
\]

whatever the phonon coupling and the temperature, under these assumptions:

1. The widths do not depend on energy (wide-band contacts).
2. Phonons couple to the electron only while it is on the level. The tunnel amplitudes contain no phonon operator.
3. No path joins the contacts except through the level.
4. The initial phonon state is an eigenstate of the phonon Hamiltonian \(H_{ph}\), or a statistical mixture of such eigenstates.

The phonons need not be harmonic. What they can change is \(T\) at a given energy, and hence its integral over a finite window. Atomic units are used in the algebra, so \(\hbar=1\).

## Lemma 1: the contacts give the level a constant decay rate

Let \(V\) be the Hermitian phonon operator that acts while the level is occupied, and define

\[
K=\varepsilon_0+H_{ph}+V .
\]

Write \(|\chi(t)\rangle\) for the phonon state that accompanies an electron on the level, and \(|\varphi_{\alpha k}(t)\rangle\) for the one that accompanies an electron in state \(k\) of contact \(\alpha\), with energy \(\varepsilon_{\alpha k}\) and tunnel amplitude \(v_{\alpha k}\). The Schrödinger equation reads

\[
i\dot\chi=K\chi+\sum_{\alpha k}v_{\alpha k}\varphi_{\alpha k},\qquad
i\dot\varphi_{\alpha k}=(\varepsilon_{\alpha k}+H_{ph})\varphi_{\alpha k}+v_{\alpha k}^*\chi .
\]

The second equation is solved by the free evolution of the initial contact state plus

\[
-i\,v_{\alpha k}^*\int_{t_0}^{t}e^{-i(\varepsilon_{\alpha k}+H_{ph})(t-s)}\chi(s)\,ds .
\]

Inserted in the first equation, this part brings in the sum \(\sum_k|v_{\alpha k}|^2e^{-i\varepsilon_{\alpha k}\tau}\) with \(\tau=t-s\). The width is defined by \(\Gamma_\alpha=2\pi\sum_k|v_{\alpha k}|^2\delta(\varepsilon-\varepsilon_{\alpha k})\), and assumption 1 makes it the same for all \(\varepsilon\). Therefore

\[
\sum_k|v_{\alpha k}|^2e^{-i\varepsilon_{\alpha k}\tau}
=\int\frac{d\varepsilon}{2\pi}\,\Gamma_\alpha e^{-i\varepsilon\tau}=\Gamma_\alpha\delta(\tau).
\]

The delta function sits at the end of the time integral. Taken as the limit of a symmetric band, it contributes half its weight. At \(\tau=0\) the factor \(e^{-iH_{ph}\tau}\) is one, so

\[
i\dot\chi=\left(K-\tfrac{i}{2}\Gamma\right)\chi+\text{(incoming wave)}.
\tag{2}
\]

The contacts keep no memory of the electron, and the decay term is a number, not a phonon operator. \(\square\)

## Lemma 2: the transmission probability

For an electron arriving in left state \(k\) with energy \(E\), and phonons in state \(|i\rangle\) of energy \(E_i\), the incoming term is \(v_{Lk}e^{-i(E+E_i)t}|i\rangle\). Transients die as \(e^{-\Gamma t/2}\), leaving

\[
\chi=v_{Lk}e^{-i(E+E_i)t}\,G(E+E_i)|i\rangle,\qquad
G(z)=\left(z-K+\tfrac{i}{2}\Gamma\right)^{-1}.
\]

This steady amplitude drives the right contact. After a long time \(t\), a state \(q\) accompanied by phonon state \(f\) has probability

\[
|v_{Rq}|^2|\langle f|\chi\rangle|^2\,\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}
\;\to\;2\pi t\,\delta(\Delta)\,|v_{Rq}|^2|\langle f|\chi\rangle|^2 ,
\]

with \(\Delta=\varepsilon_{Rq}+E_f-E-E_i\). Summing over \(q\) gives the exit rate \(\Gamma_R|\langle f|\chi\rangle|^2\).

This must be divided by the rate of arrival. In a contact of length \(\ell\), a standing wave of speed \(u\) strikes the end \(u/2\ell\) times per unit time. The density of states is \(\rho_L=\ell/\pi u\), so the arrival rate is \(1/(2\pi\rho_L)\). With \(\Gamma_L=2\pi\rho_L|v_{Lk}|^2\),

\[
T_{fi}(E)=2\pi\rho_L|v_{Lk}|^2\,\Gamma_R|\langle f|G|i\rangle|^2
=\Gamma_L\Gamma_R\,|\langle f|G(E+E_i)|i\rangle|^2 .
\tag{3}
\]

\(\square\)

## Proof of the theorem

The final phonon states form a complete set, so summing (3) over \(f\) gives

\[
T_i(E)=\Gamma_L\Gamma_R\,\langle i|G^\dagger G|i\rangle
=\Gamma_L\Gamma_R\,\big\|G(E+E_i)|i\rangle\big\|^2 .
\tag{4}
\]

The resolvent is a one-sided Fourier transform,

\[
G(z)|i\rangle=-i\int_0^\infty dt\;e^{izt}\,e^{-iKt-\Gamma t/2}|i\rangle ,
\]

because the integral equals \([\Gamma/2-i(z-K)]^{-1}=i\,G(z)\). Plancherel's theorem turns the energy integral of the squared norm into \(2\pi\) times a time integral. The shift of \(E\) by \(E_i\) does not matter when all energies are covered:

\[
\int dE\,\big\|G(E+E_i)|i\rangle\big\|^2
=2\pi\int_0^\infty dt\,e^{-\Gamma t}\,\big\|e^{-iKt}|i\rangle\big\|^2 .
\]

Since \(K\) is Hermitian, \(e^{-iKt}\) preserves the norm, and the right side is \(2\pi/\Gamma\). Multiplication by \(\Gamma_L\Gamma_R\) gives (1) for every \(i\). Averaging with probabilities \(p_i\) that sum to one leaves it unchanged. \(\square\)

An electron placed on the level survives there with probability \(e^{-\Gamma t}\) whatever the phonons do meanwhile. Its mean dwell time is \(1/\Gamma\), and it leaves to the right with probability \(\Gamma_R/\Gamma\). The phonons decide which incident energies can enter, not these two quantities.

**Numerical check.** The scattering equations were solved with explicit chain contacts of hopping \(10^5\) phonon quanta, keeping the reflected and transmitted waves of every phonon channel. For \(\Gamma_L=0.3\) and \(\Gamma_R=0.5\) quanta the rule gives 1.178097. On an energy grid that ends near \(\pm760\) quanta, far inside the band, the computed area is 1.178100 for oscillator coupling strengths \(g=0\), 0.5 and 2 (defined below), and also for a 12-state environment with random levels and a random Hermitian \(V\). The relative difference is less than \(3\times10^{-6}\), which is below the ratio of \(\Gamma\) to the hopping, \(8\times10^{-6}\). The last digit is not converged, because the grid does not see the band edges: for \(g=0\) the integral over the whole band is 1.1780966, a relative \(5\times10^{-7}\) below the rule.

## Proposition: where one harmonic mode moves the transmission

Take \(H_{ph}=\omega a^\dagger a\) and \(V=\sqrt g\,\omega(a+a^\dagger)\), with \(g\) the Huang–Rhys factor and \(N\) the thermal phonon number. Then

\[
T(E)=\Gamma_L\Gamma_R\sum_{\ell}\frac{P_\ell}{(E-\varepsilon_0+g\omega-\ell\omega)^2+\Gamma^2/4},
\tag{5}
\]

where \(P_\ell\) is the probability that two independent Poisson variables, of means \(g(N+1)\) and \(gN\), differ by \(\ell\).

*Proof.* From \(G^{-1}-(G^\dagger)^{-1}=i\Gamma\), multiplied by \(G^\dagger\) on the left and \(G\) on the right, follows \(G^\dagger-G=i\Gamma G^\dagger G\), that is \(\Gamma G^\dagger G=i(G-G^\dagger)\). Inserting this in (4), using the time integral for \(G\) and its conjugate for negative times, and averaging thermally,

\[
T(E)=\frac{\Gamma_L\Gamma_R}{\Gamma}\int_{-\infty}^{\infty}dt\,e^{iEt-\Gamma|t|/2}\,C(t),\qquad
C(t)=\langle e^{iH_{ph}t}e^{-iKt}\rangle .
\tag{6}
\]

Put \(b=a+\sqrt g\). Expanding \(\omega b^\dagger b\) shows that \(K=\varepsilon_0-g\omega+\omega b^\dagger b\). With \(D=e^{\sqrt g(a^\dagger-a)}\) one has \(D^\dagger aD=a+\sqrt g=b\), so \(e^{-i\omega b^\dagger bt}=D^\dagger e^{-i\omega a^\dagger at}D\). Let \(u=e^{-i\omega t}\). Then

\[
C(t)=e^{-i(\varepsilon_0-g\omega)t}\langle e^Xe^Y\rangle,\quad
X=-\sqrt g\,(u^*a^\dagger-ua),\quad Y=\sqrt g\,(a^\dagger-a).
\]

The commutator \([X,Y]=g(u-u^*)\) is a number, so \(e^Xe^Y=e^{X+Y}e^{g(u-u^*)/2}\). Moreover \(X+Y=\eta a^\dagger-\eta^*a\) with \(\eta=\sqrt g(1-u^*)\).

For the thermal average, write \(e^{\eta a^\dagger-\eta^*a}=e^{-|\eta|^2/2}e^{\eta a^\dagger}e^{-\eta^*a}\) and expand. Only terms with equal numbers of \(a^\dagger\) and \(a\) survive. The thermal weights \((1-q)q^n\), with \(N=q/(1-q)\), give \(\langle a^{\dagger k}a^k\rangle=k!\,q^k/(1-q)^k=k!\,N^k\). Hence

\[
\langle e^{\eta a^\dagger-\eta^*a}\rangle
=e^{-|\eta|^2/2}\sum_k\frac{(-|\eta|^2)^k}{(k!)^2}\,k!\,N^k=e^{-|\eta|^2(N+1/2)} .
\]

With \(|\eta|^2=g(2-u-u^*)\) the exponents add up to

\[
-g(2-u-u^*)\left(N+\tfrac12\right)+\tfrac g2(u-u^*)
=-g(2N+1)+g(N+1)u+gNu^* .
\]

Expanding the exponentials of \(u\) and \(u^*\) produces the two Poisson distributions, so \(C(t)=\sum_\ell P_\ell e^{-i(\varepsilon_0-g\omega+\ell\omega)t}\). The time integral in (6) turns each term into \(\Gamma/[(E-\varepsilon_0+g\omega-\ell\omega)^2+\Gamma^2/4]\), which is (5). \(\square\)

The weights sum to one, and each Lorentzian integrates to \(2\pi/\Gamma\), so (1) is recovered. The mean of \(\ell\) is \(g(N+1)-gN=g\), which puts the centroid of the lines at \(\varepsilon_0\). The variances of the Poisson variables add, so the line energies have variance \(g(2N+1)\omega^2\). This refers to the line weights, since a Lorentzian has no finite variance.

There are two limits. At low temperature \(N\to0\), and lines remain only at \(\ell\ge0\). At high temperature \(2N+1\to2k_BT/\omega\), with \(T\) here the temperature, and the variance grows as \(2g\omega k_BT\).

## Remark: where the rule fails

**Phonon-modulated tunnelling.** If a tunnel amplitude contains a phonon operator, \(\Gamma\) in (2) in general becomes an operator, and the survival probability is then no longer \(e^{-\Gamma t}\). A unitary factor is an exception: it leaves \(\Gamma\) a number, and the rule still holds. With the widths of the check above, \(g=1\), and the left amplitude multiplied by \(1+0.5(a+a^\dagger)\), the computed area is 1.151 times the rule.

**Energy-dependent widths.** Suppose the lines are much narrower than their spacing. Let \(|k\rangle\) and \(\kappa_k\) be the eigenstates and energies of \(K\). An electron on the level in state \(k\) that leaves phonon state \(m\) behind exits with energy \(\kappa_k-E_m\). Its exit rate into contact \(\alpha\) is therefore

\[
\gamma_{\alpha k}=\sum_m|\langle m|k\rangle|^2\,\Gamma_\alpha(\kappa_k-E_m).
\]

Near one line, \(\langle f|G|i\rangle\approx\langle f|k\rangle\langle k|i\rangle/(E+E_i-\kappa_k+i\gamma_k/2)\), with \(\gamma_k=\gamma_{Lk}+\gamma_{Rk}\) and small line shifts dropped. The energy integral of the squared denominator is \(2\pi/\gamma_k\), and the sum over \(f\) weighted by the right width gives \(\gamma_{Rk}\). To leading order in width over spacing,

\[
\int T\,dE\simeq2\pi\sum_{ik}p_i\,|\langle k|i\rangle|^2\,\Gamma_L(\kappa_k-E_i)\,\frac{\gamma_{Rk}}{\gamma_k}.
\tag{7}
\]

Constant widths give back (1). In a chain band of hopping 1.5 quanta, with level energy 0.4 and band-centre widths 0.02 and 0.03 quanta, full scattering gives an area at \(g=2\) that is 0.869 of that at \(g=0\). Formula (7) agrees with full scattering within 5% in both cases.

## Example: a shallow trap in a hafnia-like film

A 40 Å film between metal gates holds a trap 16 Å from the left gate, at 300 K and 1.0 V (2.50 MV/cm). The level lies 0.20 eV above the midpoint of the two Fermi energies and 1.5 eV below the local conduction edge. The phonon quantum is 0.05 eV, \(g=4\), and \(N=0.169\).

The widths are modelled as \(\Gamma_\alpha=(1\ \text{eV})\,e^{-2\kappa d_\alpha}\), where \(d_\alpha\) is the distance to the gate. The decay constant \(\kappa=\sqrt{2mB}\), with mass \(m=0.15\) and \(B=1.5\) eV, is at first taken for a flat barrier. This gives \(\Gamma_L=4.195\times10^{-4}\) eV and \(\Gamma_R=8.59\times10^{-6}\) eV, and a dwell time of 1.54 ps. The rule yields

\[
\int T\,dE=\frac{2\pi(4.195\times10^{-4})(8.59\times10^{-6})}{4.281\times10^{-4}}\ \text{eV}
=5.29\times10^{-5}\ \text{eV},
\]

or \(1.944\times10^{-6}\) hartree. Quadrature of the transmission with phonons gives the same area.

Its distribution is very different. The lines spread by \(0.05\sqrt{4\times1.338}=0.116\) eV about 0.20 eV. At 0.20 eV the transmission falls from 0.0787 without phonons to 0.0136. The ratio is the weight \(P_4=0.172\) of the line that lies there. At 0.30 eV it rises from \(3.6\times10^{-7}\) to \(8.4\times10^{-3}\), because the line \(\ell=6\), of weight 0.107, now lies there. These are peak values of lines 0.4 meV wide from one sharp, undamped mode; between two lines, at 0.275 eV, the transmission is only \(1.7\times10^{-6}\). A real oxide has a band of phonon frequencies that smears the side lines. A Gaussian spread of 5 meV in the phonon quantum, at the same total \(g\), lowers the values at 0.20 and 0.30 eV to about \(3\times10^{-4}\) and \(2\times10^{-4}\), while the area is unchanged.

If electrons arrive at every incident energy and are counted independently, the current is \((e/h)\int T\,dE\). With \(e^2/h=3.874\times10^{-5}\) A/V this is \(3.874\times10^{-5}\times5.29\times10^{-5}\) A, or 2.05 nA.

## What the example leaves out

**Barrier shape.** With the level and the local band edge held fixed, tilting the barrier by the field changes the widths at \(\varepsilon_0\) to \(2.55\times10^{-4}\) and \(3.03\times10^{-5}\) eV. The rule itself still holds, but its value becomes 3.21 times the flat-barrier value. Energy dependence of the widths does break the rule. By (7) the area is 0.899 of the rule for the flat barrier and 0.860 for the tilted one. These figures count only the resonant lines. Towards the top of the barrier the widths grow steeply, and (7) leaves out the off-resonant transmission there. Its area can far exceed that of the lines, but it lies well above the energies that the left gate supplies. For the resonant lines alone, tilt and energy dependence together give \(3.21\times0.860\approx2.8\) times the flat-barrier value of the rule.

**Filled contact states.** Of the line weight, 1.3% lies at incident energies that the left gate does not supply. On the exit side, an electron leaves with mean energy \(\varepsilon_0+\langle k|V|k\rangle\). Since \(a=b-\sqrt g\), this is \(\varepsilon_0-2g\omega=-0.20\) eV, and the exit energies spread about it. The right Fermi energy is at \(-0.50\) eV. With constant widths, and phonons that do not relax while the electron is on the level, 21% of the exits would meet filled states there. Relaxation narrows the spread of exit energies and makes this share much smaller. Blocking lowers the rate of exit to the right. That slow exit limits the current here, so the loss can be of similar size. On the right, the empty-contact assumption is therefore only roughly met. On the left it fails: the rule sends \(\Gamma_L/\Gamma=98\%\) of the electrons back there, but the left Fermi energy is at \(+0.50\) eV, so nearly all the states they would enter are filled.

For constant widths, a rate balance indicates what survives when the left states are full and the right ones empty. For mean occupation \(n\), \(\Gamma_L(1-n)=\Gamma_Rn\) gives the particle current \(\Gamma_Rn=\Gamma_L\Gamma_R/\Gamma\), the same current as above. With the energy-dependent widths of this film the agreement is lost. The electron cannot return to the full left contact, and it leaves to the right mostly at energies below \(\varepsilon_0\), where the barrier is harder to cross. This can lower the current by more than a factor of two.

**Spin.** With two spins and double occupation forbidden, entry has rate \(2\Gamma_L\), and the same balance gives \(2\Gamma_L\Gamma_R/(2\Gamma_L+\Gamma_R)\). With the flat-barrier widths this is 1.010 times the spinless value, and with the tilted-barrier widths 1.056 times. The change is small because the slow right exit limits the current.

**Direct tunnelling.** Through \(10^6\) Å\(^2\) of the tilted film, a semiclassical estimate for cold contacts, with both spins and the same mass in all directions, gives 0.33 nA. The inputs imply a barrier of 1.6 eV from each Fermi energy to the conduction edge at that gate, and the estimate is very sensitive to it: a barrier of 2.0 eV gives 0.026 nA.

**The real case.** The phonon quantum, mass and trap depth are round values in the rough range used for hafnia, and the field is below its breakdown field, roughly 5 MV/cm. Deep defects can relax by around 1 eV, far more than the \(g\omega=0.20\) eV used here. The currents are high for a film meant to insulate: one such trap per \(10^6\) Å\(^2\) would carry about 20 A/cm\(^2\). The 1 eV prefactor is a round choice that scales the current directly, and the barrier enters exponentially, so 2.05 nA is not a prediction for a device. The tilt of the barrier alone raises the number by the factor 3.21, and the low exit energies with a full left contact can lower it by a comparable factor. The remaining figures are in the numerical output.

## Computed results

```
TESTS (energies in phonon quanta)
rule for widths 0.3 and 0.5: 1.178097
scattering area, g = 0.0: 1.178100
scattering area, g = 0.5: 1.178100
scattering area, g = 2.0: 1.178100
scattering area, random environment: 1.178100
area, modulated tunnelling / rule: 1.151
narrow band, area g=2 / area g=0: 0.869
EXAMPLE INPUTS
film 40 angstrom, trap at 16 angstrom from left
bias 1.0 V, field 2.50 MV/cm, T 300 K
level 0.20 eV above mid-bias, depth 1.5 eV
mass 0.15 electron masses, prefactor 1.0 eV
phonon quantum 0.05 eV, g 4.0, N 0.1690
EXAMPLE RESULTS
left width 4.1951e-04 eV, right width 8.5924e-06 eV
dwell time 1.538 ps
area from rule 5.29041e-05 eV
area with phonons, quadrature 5.29041e-05 eV
area with phonons 1.9442e-06 hartree
current if all energies are supplied 2.050 nA
relaxation energy 0.20 eV, line spread 0.1157 eV
line 0: energy 0.00 eV, weight 0.0366
line 2: energy 0.10 eV, weight 0.1332
line 4: energy 0.20 eV, weight 0.1724
line 6: energy 0.30 eV, weight 0.1068
line 8: energy 0.40 eV, weight 0.0379
sum of line weights 1.000000
T at 0.20 eV: no phonons 7.867e-02, phonons 1.356e-02
T at 0.30 eV: no phonons 3.605e-07, phonons 8.401e-03
NEGLECTED EFFECTS
energy-dependent widths, area / rule: 0.899
tilted barrier, left width 2.551e-04 eV, right 3.026e-05 eV
tilted barrier, rule / flat rule: 3.213
tilt and energy dependence, area / tilted rule: 0.860
area at incident energies left unfilled: 1.30 %
exits into filled right states: 20.55 %
two spins, strong repulsion, current ratio: 1.010
direct tunnelling through 1e6 angstrom^2: 3.293e-01 nA
```
